# Two Derivations of the Leading Kondo Temperature of a Magnetic Impurity, part 1

(Sections cited here and not found follow in the second part.)

## First half: removing the band from its edges

A metal line in a chip contains foreign atoms. Most of them scatter electrons in much the same way at every temperature. An atom with an unpaired spin can behave differently, because a passing electron may exchange its spin with the atom. If the exchange is antiferromagnetic, this scattering grows stronger as the metal is cooled. At some temperature the exchange can no longer be treated as weak, however small it was at first. The question is how that temperature depends on the exchange and on the host metal.

### The model and its conventions

Let the impurity carry a spin $\mathbf S$ of any size, measured in units of $\hbar$. It couples to the conduction electrons at its own site:

$$
H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}
+J\,\mathbf S\cdot\mathbf s,\qquad
\mathbf s=\frac{1}{2N}\sum_{kk'}\sum_{\alpha\beta}
c^\dagger_{k'\beta}\boldsymbol\sigma_{\beta\alpha}c_{k\alpha}.
$$

Here $N$ is the number of host sites and $\boldsymbol\sigma$ are the Pauli matrices. Energies are measured from the Fermi level. Positive $J$ is antiferromagnetic, since it lowers the energy of antiparallel spins.

The band runs from $-D$ to $D$, with a constant density of states $\rho$ per spin and per site. A slice of width $\delta D$ therefore holds $N\rho\,\delta D$ levels for each spin. The dimensionless coupling is $g=\rho J$, and it is taken to be small. Electrons do not interact with each other except through the impurity, and there is one conduction channel. The result to be derived is

$$
k_BT_K=D\,e^{-1/(J\rho)} .
$$

The exponent depends on the conventions. If the coupling is written $J'\mathbf S\cdot\boldsymbol\sigma$, with $\boldsymbol\sigma=2\mathbf s$, then $J=2J'$ and the exponent is $-1/(2J'\rho)$. If the density is counted for both spins together, $\rho_{\rm tot}=2\rho$, the exponent is $-2/(J\rho_{\rm tot})$.

### What a thin shell does

Consider states in which all excitations lie far inside the band. Levels near $+D$ are then empty and levels near $-D$ are full. We want a Hamiltonian for these states alone, without the two shells $D-\delta D<|\varepsilon|<D$.

Let $P$ project onto states with the shells undisturbed, and let $Q=1-P$. Writing the Schrödinger equation in its two parts and eliminating the $Q$ part gives

$$
H_{\rm eff}=PHP+PHQ\,\frac{1}{E-QHQ}\,QHP .
$$

The exchange term connects $P$ to $Q$. To second order in $J$, the denominator may be evaluated without the exchange. An intermediate state with one particle at $+D$, or one hole at $-D$, costs an energy close to $D$. The energies of the retained electrons are neglected beside $D$, so the denominator is $-D$. Excitations that use both shells at once number $(\delta D)^2$ and vanish in the limit of thin shells.

**Particle process.** An electron goes from a retained level $k$ to an empty shell level $q$, and then to a retained level $k'$. The first event carries $S^a\sigma^a_{\gamma\alpha}/2$ and the second $S^b\sigma^b_{\beta\gamma}/2$. Later operators stand to the left. Because $q$ is empty,

$$
c^\dagger_{k'\beta}c_{q\gamma}c^\dagger_{q\gamma'}c_{k\alpha}
\;\to\;\delta_{\gamma\gamma'}\,c^\dagger_{k'\beta}c_{k\alpha}.
$$

Each event brings $J/N$, and the shell holds $N\rho\,\delta D$ levels, which leaves one factor $1/N$. That factor is the one already present in the definition of $\mathbf s$. With it understood, the contribution to the coefficient of $c^\dagger_{k'\beta}c_{k\alpha}$ is

$$
-\frac{J^2\rho\,\delta D}{D}\,
\frac{S^bS^a(\sigma^b\sigma^a)_{\beta\alpha}}{4}.
$$

Repeated indices $a,b$ are summed.

**Hole process.** An electron first leaves a full shell level $q$ for $k'$. The electron in $k$ then fills the hole. The operator product is now

$$
c^\dagger_{q\gamma'}c_{k\alpha}c^\dagger_{k'\beta}c_{q\gamma}
=c^\dagger_{q\gamma'}c_{q\gamma}\,c_{k\alpha}c^\dagger_{k'\beta},
$$

since $c_{q\gamma}$ has passed two fermion operators, each giving a minus sign. The level $q$ is full, so the first pair gives $\delta_{\gamma\gamma'}$. The second pair is

$$
c_{k\alpha}c^\dagger_{k'\beta}
=\delta_{kk'}\delta_{\alpha\beta}-c^\dagger_{k'\beta}c_{k\alpha}.
$$

The first term gives an energy constant, proportional to $S^aS^a=S(S+1)$. The second has a minus sign, which cancels that of the denominator. The first event now carries $\sigma^a_{\beta\gamma}$ and the second $\sigma^b_{\gamma\alpha}$, so the Pauli matrices appear in the opposite order:

$$
+\frac{J^2\rho\,\delta D}{D}\,
\frac{S^bS^a(\sigma^a\sigma^b)_{\beta\alpha}}{4}.
$$

If the impurity were a classical vector, its components would commute and the two processes would cancel. What survives comes from the quantum nature of the spin.

### The spin algebra

The Pauli matrices obey $\sigma^b\sigma^a=\delta_{ba}+i\epsilon_{bac}\sigma^c$, and the impurity spin obeys $\mathbf S\times\mathbf S=i\mathbf S$. Hence

$$
S^bS^a\sigma^b\sigma^a
=S(S+1)+i(\mathbf S\times\mathbf S)\cdot\boldsymbol\sigma
=S(S+1)-\mathbf S\cdot\boldsymbol\sigma .
$$

Reversing the Pauli matrices changes the sign of the $\epsilon$ term:

$$
S^bS^a\sigma^a\sigma^b=S(S+1)+\mathbf S\cdot\boldsymbol\sigma .
$$

The two contributions add to

$$
\frac{J^2\rho\,\delta D}{4D}
\left\{-\left[S(S+1)-\mathbf S\cdot\boldsymbol\sigma\right]
+\left[S(S+1)+\mathbf S\cdot\boldsymbol\sigma\right]\right\}
=\frac{J^2\rho\,\delta D}{D}\,
\mathbf S\cdot\frac{\boldsymbol\sigma}{2}.
$$

This has the same form as the original coupling. The spin-independent scattering has cancelled because the band is symmetric. Particle and hole processes contribute equally to the exchange, each giving $J^2\rho\,\delta D/(2D)$.

The same algebra applies to single levels. Let one empty level lie at $+a$ and one full level at $-b$, and let $j$ be the exchange matrix element between any two levels, in place of $J/N$. Removing both levels changes the exchange by

$$
\delta j=\frac{j^2}{2}\left(\frac1a+\frac1b\right)
$$

and generates ordinary scattering of strength

$$
v=-\frac{j^2S(S+1)}{4}\left(\frac1a-\frac1b\right).
$$

Both formulas were tested by exact diagonalization of three orbitals, at $0$, $+a$ and $-b$, coupled to a spin. The tests covered $S=1/2,1,3/2,2$, with $a=1$ and $b=1,\,1.7,\,6$. For $S=2$ and $b=1.7$ the exact coefficient of $j^2$ in the exchange is 0.79404, against 0.79412 from the formula. Over all cases the largest absolute difference is $1.6\times10^{-4}$ for the exchange coefficient and $6.7\times10^{-6}$ for the scattering coefficient, in units where $a=1$.

### The flow and its scale

After the shells are removed, the bandwidth is smaller and the exchange is larger:

$$
J(D-\delta D)=J(D)+\rho J(D)^2\frac{\delta D}{D}.
$$

The left side is also $J(D)-(dJ/dD)\,\delta D$. Therefore

$$
\frac{dJ}{d\ln D}=-\rho J^2,
\qquad
\frac{dg}{d\ln D}=-g^2,
$$

where the second form follows because the density $\rho$ of the remaining levels is unchanged. Since $d(1/g)=-dg/g^2$, we have $d(1/g)/d\ln D=1$. Integrating from the original edge $D$ down to $D'$ gives

$$
\frac1{g(D')}=\frac1g-\ln\frac D{D'},
\qquad
g(D')=\frac{g}{1-g\ln(D/D')} .
$$

Here $g$ without an argument is the original coupling. Rearranged, the first equation says that

$$
D'e^{-1/g(D')}=D\,e^{-1/g}.
$$

The right side does not depend on where the reduction is stopped. It is the energy scale that belongs to the low-energy problem, and it is the $k_BT_K$ stated above. In terms of it,

$$
g(D')=\frac1{\ln(D'/k_BT_K)} .
$$

This expression diverges at $D'=k_BT_K$, but the derivation has lost its justification before then. It assumed $g(D')\ll1$, while $g(D')=1$ is already reached at $D'=e\,k_BT_K$. The divergence therefore marks where the weak-coupling description ends. It is no evidence of a phase transition.

For ferromagnetic exchange, $g=-|g|$, the same equation gives

$$
g(D')=-\frac{1}{1/|g|+\ln(D/D')} .
$$

The coupling then fades logarithmically as the band is reduced, and no low-energy scale of this kind appears. The sign of $J$ thus decides whether the moment becomes strongly coupled or nearly free.

### Where temperature enters

At temperature $T$, a level at energy $\varepsilon$ is empty with probability $1-f$ and full with probability $f$, where $f=1/(e^{\varepsilon/k_BT}+1)$. When empty it adds $1/(2\varepsilon)$ to the second-order exchange, by the particle process. When full it acts by the hole process, and the cost of a hole at $\varepsilon$ is $-\varepsilon$, so it adds $-1/(2\varepsilon)$. The average is

$$
\frac{1-2f}{2\varepsilon}=\frac{\tanh(\varepsilon/2k_BT)}{2\varepsilon}.
$$

The sum over the band, which is even in $\varepsilon$, gives a correction

$$
\rho J^2\int_0^D\frac{d\varepsilon}{\varepsilon}
\tanh\frac{\varepsilon}{2k_BT}.
$$

For $\varepsilon\gg k_BT$ the integrand is $1/\varepsilon$. For $\varepsilon\ll k_BT$ it is the constant $1/(2k_BT)$, which produces no logarithm. Temperature therefore stops the growth near $D'=k_BT$, up to a numerical factor. At leading order the coupling felt at temperature $T\gg T_K$ is $g(T)=1/\ln(T/T_K)$.

### A number for an interconnect

Take $D=5$ eV, $\rho=0.1$ per eV per spin per site, and $J=1.3$ eV. These are round values in the rough regime of iron in copper. A flat band holding one state per site and spin has $2D\rho=1$, which these values satisfy. Then

$$
g=0.1\times1.3=0.13,\qquad \frac1g=7.692,
\qquad e^{-1/g}=4.563\times10^{-4},
$$

and

$$
k_BT_K=5\ \text{eV}\times4.563\times10^{-4}=2.28\ \text{meV},
\qquad T_K=26.5\ \text{K}.
$$

The leading coupling reaches one at $eT_K=72$ K. At a use temperature of 350 K it is $g=1/\ln(350/26.48)=0.387$, about three times its starting value. This is the leading-order value; the cubic term with $b=-\tfrac12$ discussed in the second half would lower it to about 0.32. In this model the moment is only partly screened at that temperature, and its exchange is no longer very weak.

The exponential makes the result sensitive to the input. From $\ln(k_BT_K/D)=-1/g$,

$$
\frac{d\ln T_K}{d\ln g}=\frac1g .
$$

A small fractional change in $J$ is thus multiplied by 7.7. With $D$ and $\rho$ fixed, raising $J$ by 10% gives 53 K, and lowering it by 10% gives 11 K. In the formula, changing $\rho$ by the same fraction at fixed $D$ and $J$ has the same effect, but this means changing the density across the whole band. A nearby dislocation or grain boundary instead redistributes the local density over energy and conserves the number of states. If it raised the density at the impurity by 10% within 1 eV of the Fermi level and lowered it evenly elsewhere, the leading $T_K$ would rise by a factor of about 1.7.

## Second half: keeping every level of a small grain

The spin $\mathbf S$ couples to the local electron spin $\mathbf s$ through $J\,\mathbf S\cdot\mathbf s$. The band has half-width $D$ and density $\rho$ per spin and per site, and $g=\rho J$. Removing band-edge shells gave $dg/d\ln D=-g^2$ and the scale $k_BT_K=D\,e^{-1/g}$. The second derivation starts again from $H$ and does not use that flow equation. It asks for something measurable in principle, the splitting of the lowest energy levels in a small isolated grain.

### The lowest levels of the grain

Let the grain have equally spaced levels $\varepsilon_n=n\delta$, with $n=-M,\dots,M$ and $D\simeq M\delta$. Let each level have the same weight $w$ on the impurity site. The local density per spin is weight divided by spacing, $\rho=w/\delta$. The exchange matrix element between any two levels is therefore

$$
j=Jw=J\rho\,\delta=g\,\delta .
$$

Fill all levels below zero with two electrons and put one electron in level zero. Without exchange, the lowest states are the $2(2S+1)$ spin states of the impurity and that one electron. The total spin is conserved and takes the values $F=S\pm\tfrac12$. From $\mathbf F=\mathbf S+\mathbf s_0$, where $\mathbf s_0$ is the spin of the electron in level zero,

$$
\mathbf S\cdot\mathbf s_0=\tfrac12\left[F(F+1)-S(S+1)-\tfrac34\right].
$$

Its eigenvalues are

$$
\lambda_+=\frac S2,\qquad \lambda_-=-\frac{S+1}{2}.
$$

Filled levels have no net spin and empty levels have none, so the first-order energy is $j\lambda_\pm$. The splitting is $j(\lambda_+-\lambda_-)=j(S+\tfrac12)$.

### Second-order energies

Second-order perturbation theory lowers each state by the squared norm of every excited component, divided by its excitation energy. Because total spin is conserved, the $F=S+\tfrac12$ and $F=S-\tfrac12$ states can be treated separately. Three kinds of excitation occur.

1. The electron in level zero moves up to level $p$, at cost $p\delta$. The exchange acts on its spin just as it did in level zero, so the component is $j\lambda_\pm$ times the same spin state with the electron in $p$. The shift is $-j^2\lambda_\pm^2/(p\delta)$.

Removing the band edges has given the scale $k_BT_K=D\,e^{-1/(J\rho)}$, and for the small grain we have the first-order splitting and the first of three second-order shifts. The other two shifts remain, followed by the second derivation of $T_K$ from the splitting, a numerical test through strong coupling, and the limits of the interconnect estimate.

Numerical values quoted here were computed with a short program.
